# The Retarded Dispersion Energy of Two Distant Isotropic Atoms: a numerical check

```python
"""
Retarded dispersion energy of two isotropic ground-state atoms.

Result under test (hbar = 1, Gaussian polarizabilities, zero temperature):
  U(R) = -1/(pi R^6) * integral_0^inf dxi aA(i xi) aB(i xi) f(xi R/c),
  f(x) = exp(-2x) (x^4 + 2x^3 + 5x^2 + 6x + 3),
  U(R) -> -23 c aA(0) aB(0) / (4 pi R^7)  at large R.
R: distance, c: speed of light, xi: imaginary frequency,
aA, aB: dipole polarizabilities.  Numerical units: eV and angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

HBAR_C = const.hbar * const.c / const.e * 1e10       # eV angstrom
K_B = const.k / const.e                              # eV / K
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]

nodes, node_weights = np.polynomial.legendre.leggauss(400)
unit_nodes = 0.5 * (nodes + 1)
unit_weights = 0.5 * node_weights


def half_line(scale):
    """Quadrature points and weights on (0, infinity)."""
    points = scale * unit_nodes / (1 - unit_nodes)
    return points, scale * unit_weights / (1 - unit_nodes) ** 2


def matsubara(kT, count=4000):
    """Points and weights that replace the integral at temperature T."""
    weights = np.full(count, 2 * np.pi * kT)
    weights[0] *= 0.5
    return 2 * np.pi * kT * np.arange(count), weights


def shape(x):
    return np.exp(-2 * x) * (x**4 + 2 * x**3 + 5 * x**2 + 6 * x + 3)


# --- Field propagator: sum over transverse plane waves against closed form
def propagator_from_modes(kappa, cutoff_length):
    """Longitudinal and transverse elements at R = 1, Gaussian cutoff."""
    dk = 0.05
    k = np.arange(0, 7 / cutoff_length, dk)
    radial = k**4 / (k**2 + kappa**2) * np.exp(-(k * cutoff_length) ** 2)
    wave = np.cos(np.outer(k, nodes))
    along = wave @ (node_weights * (1 - nodes**2))
    across = wave @ (node_weights * (1 + nodes**2) / 2)
    return np.array([radial @ along, radial @ across]) * dk / np.pi


for kappa in (0.4, 1.3):
    coarse = propagator_from_modes(kappa, 0.1)
    fine = propagator_from_modes(kappa, 0.05)
    extrapolated = (4 * fine - coarse) / 3           # removes cutoff^2 error
    closed = np.exp(-kappa) * np.array([2 * (1 + kappa),
                                        -(1 + kappa + kappa**2)])
    assert np.allclose(extrapolated, closed, rtol=2e-4)

# --- Trace of the squared propagator, by symbolic differentiation
X, Y, Z, L, q = sp.symbols("X Y Z L q", positive=True)
distance = sp.sqrt(X**2 + Y**2 + Z**2)
yukawa = sp.exp(-q * distance) / distance
axes = (X, Y, Z)
place = {X: L / 3, Y: 2 * L / 3, Z: 2 * L / 3}       # generic direction
trace = 0
for i in range(3):
    for j in range(3):
        element = sp.diff(yukawa, axes[i], axes[j])
        if i == j:
            element -= q**2 * yukawa
        trace += sp.simplify(element.subs(place)) ** 2
polynomial = q**4 + 2 * q**3 + 5 * q**2 + 6 * q + 3
half_trace = sp.expand(sp.simplify(trace.subs(L, 1) * sp.exp(2 * q) / 2))
assert sp.simplify(half_trace - polynomial) == 0

moment0 = sp.integrate(sp.expand(half_trace * sp.exp(-2 * q)), (q, 0, sp.oo))
moment2 = sp.integrate(sp.expand(half_trace * q**2 * sp.exp(-2 * q)),
                       (q, 0, sp.oo))
assert sp.simplify(moment0 - sp.Rational(23, 4)) == 0
assert sp.simplify(moment2 / moment0 - sp.Rational(129, 46)) == 0
terms = [sp.integrate(t * sp.exp(-2 * q), (q, 0, sp.oo))
         for t in (q**4, 2 * q**3, 5 * q**2, 6 * q, sp.Integer(3))]

# --- Mode energies by diagonalization against the response integral
field_freq = np.linspace(0.5, 3.0, 12)
index = np.arange(12)
coupling_a = 0.01 * (1 + 0.5 * np.cos(index))
coupling_b = 0.01 * (1 + 0.5 * np.sin(2 * index))
freq_a, freq_b = 1.0, 0.7


def oscillator_energy(on_a, on_b, kT):
    matrix = np.diag(np.r_[freq_a**2, freq_b**2, field_freq**2])
    matrix[0, 2:] = matrix[2:, 0] = -on_a * coupling_a
    matrix[1, 2:] = matrix[2:, 1] = -on_b * coupling_b
    modes = np.sqrt(np.linalg.eigvalsh(matrix))
    if kT == 0:
        return 0.5 * modes.sum()
    return kT * np.log(2 * np.sinh(modes / (2 * kT))).sum()


def pair_part(energy_function):
    return (energy_function(1, 1) - energy_function(1, 0)
            - energy_function(0, 1) + energy_function(0, 0))


for kT in (0.0, 0.3):
    exact = pair_part(lambda a, b: oscillator_energy(a, b, kT))
    xi, weight = half_line(1.0) if kT == 0 else matsubara(kT)
    link = (coupling_a * coupling_b
            / (field_freq**2 + xi[:, None] ** 2)).sum(axis=1)
    response = link**2 / ((freq_a**2 + xi**2) * (freq_b**2 + xi**2))
    predicted = -(weight @ response) / (2 * np.pi)
    # leading order in a weak coupling: per-cent tolerance
    assert abs(exact / predicted - 1) < 2e-2

# --- Same law for two-level atoms, which are not oscillators
levels = 12
ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
mode_freq, strength = 1.3, 0.03
coordinate = (ladder + ladder.T) / np.sqrt(2 * mode_freq)
flip = np.array([[0.0, 1.0], [1.0, 0.0]])
split = np.diag([0.5, -0.5])
one2, one_f = np.eye(2), np.eye(levels)


def kron3(a, b, c):
    return np.kron(np.kron(a, b), c)


def two_level_energy(on_a, on_b):
    h = freq_a * kron3(split, one2, one_f)
    h = h + freq_b * kron3(one2, split, one_f)
    h = h + mode_freq * kron3(one2, one2, np.diag(np.arange(levels)))
    h = h - on_a * strength * kron3(flip, one2, coordinate)
    h = h - on_b * strength * kron3(one2, flip, coordinate)
    return np.linalg.eigvalsh(h)[0]


xi, weight = half_line(1.0)
response = (2 * freq_a / (freq_a**2 + xi**2)
            * 2 * freq_b / (freq_b**2 + xi**2)
            * (strength**2 / (mode_freq**2 + xi**2)) ** 2)
two_level_exact = pair_part(two_level_energy)
two_level_predicted = -(weight @ response) / (2 * np.pi)
assert abs(two_level_exact / two_level_predicted - 1) < 2e-2


# --- Atoms as lists of (static polarizability share, transition energy)
def polarizability(atom, xi):
    return sum(a / (1 + (xi / w) ** 2) for a, w in atom)


def static(atom):
    return sum(a for a, w in atom)


def inverse_square_energy(atom):
    return sum(a / w**2 for a, w in atom) / static(atom)


def sampling(R, kT=0.0):
    if kT > 0:
        return matsubara(kT)
    return half_line(1 / (1 / 5.0 + R / HBAR_C))


def pair_energy(R, A, B, kT=0.0):
    xi, weight = sampling(R, kT)
    integrand = (polarizability(A, xi) * polarizability(B, xi)
                 * shape(xi * R / HBAR_C))
    return -(weight @ integrand) / (np.pi * R**6)


def retarded(R, A, B):
    return -23 * HBAR_C * static(A) * static(B) / (4 * np.pi * R**7)


def correction(R, A, B):
    return (129 / 46 * (HBAR_C / R) ** 2
            * (inverse_square_energy(A) + inverse_square_energy(B)))


atom_A = [(10.0, 4.5)]
atom_B = [(6.0, 6.0)]
alpha_A, energy_A = atom_A[0]
alpha_B, energy_B = atom_B[0]
product = alpha_A * alpha_B
C6 = 1.5 * product * energy_A * energy_B / (energy_A + energy_B)
C7 = -retarded(1.0, atom_A, atom_B)

# short-distance limit of the formula (mathematical, below atomic size)
assert abs(pair_energy(1.0, atom_A, atom_B) / -C6 - 1) < 1e-4
# long-distance limit and its first correction
far = 1e5
far_ratio = pair_energy(far, atom_A, atom_B) / retarded(far, atom_A, atom_B)
assert abs(far_ratio - 1) < 1e-3
assert abs((1 - far_ratio) / correction(far, atom_A, atom_B) - 1) < 1e-2
# two-sided bound, also for an atom with two lines
two_line_atom = [(7.0, 3.0), (4.0, 11.0)]
for A, B in ((atom_A, atom_B), (two_line_atom, atom_B)):
    for R in (3e3, 1e4, 3e4):
        ratio = pair_energy(R, A, B) / retarded(R, A, B)
        assert 1 - correction(R, A, B) < ratio < 1

# coefficient evaluated independently in atomic units
C7_atomic = (23 / const.fine_structure / (4 * np.pi)
             * product / BOHR**6)
assert abs(C7_atomic * HARTREE * BOHR**7 / C7 - 1) < 1e-7

# --- Table of the worked example
table = []
for R in (1e1, 1e2, 1e3, 1e4, 1e5):
    U = pair_energy(R, atom_A, atom_B)
    step = 1.001
    slope = -np.log(pair_energy(R * step, atom_A, atom_B)
                    / pair_energy(R / step, atom_A, atom_B)) \
        / (2 * np.log(step))
    to_london = U / (-C6 / R**6)
    to_retarded = U / retarded(R, atom_A, atom_B)
    assert 0 < to_london < 1 and 0 < to_retarded < 1 and 6 < slope < 7
    table.append((R, U, to_london, to_retarded, slope))

# --- Effects left out of the limiting law
kT = K_B * 300.0
thermal = {R: pair_energy(R, atom_A, atom_B, kT)
           / pair_energy(R, atom_A, atom_B) for R in (1e3, 1e4, 1e5)}
classical = -3 * kT * product / 1e6**6
assert abs(pair_energy(1e6, atom_A, atom_B, kT) / classical - 1) < 1e-6

R_near = 10.0
xi, weight = sampling(R_near)
x = xi * R_near / HBAR_C
both = polarizability(atom_A, xi) * polarizability(atom_B, xi) / R_near**6
along2 = (2 * (1 + x) * np.exp(-x)) ** 2
across2 = ((1 + x + x**2) * np.exp(-x)) ** 2
all_orders = weight @ (np.log1p(-both * along2)
                       + 2 * np.log1p(-both * across2)) / (2 * np.pi)
repeat_near = all_orders / pair_energy(R_near, atom_A, atom_B) - 1
assert 0 < repeat_near < 1e-3

R_main = 1e4
xi, weight = sampling(R_main)
density = weight * (polarizability(atom_A, xi) * polarizability(atom_B, xi)
                    * shape(xi * R_main / HBAR_C))
mean_xi = (density @ xi) / density.sum()
multipole = (max(alpha_A, alpha_B) ** (1 / 3) / R_main) ** 2

print("five terms of the integral:", ", ".join(str(t) for t in terms))
print("their sum:", moment0, "; over pi:", f"{float(moment0)/np.pi:.6f}")
print("next-order coefficient:", sp.simplify(moment2 / moment0))
print(f"two-level test, exact/predicted: "
      f"{two_level_exact/two_level_predicted:.5f}")
print(f"hbar c = {HBAR_C:.3f} eV angstrom")
print(f"atom A: alpha = {alpha_A:.1f} angstrom^3, line = {energy_A:.1f} eV")
print(f"atom B: alpha = {alpha_B:.1f} angstrom^3, line = {energy_B:.1f} eV")
print(f"hbar c / line A = {HBAR_C/energy_A:.1f} angstrom")
print(f"hbar c / line B = {HBAR_C/energy_B:.1f} angstrom")
print(f"London C6 = {C6:.2f} eV angstrom^6")
print(f"retarded C7 = {C7:.5e} eV angstrom^7")
print(f"retarded C7 = {C7_atomic:.5e} atomic units")
print(f"limits cross at R = {C7/C6:.1f} angstrom")
print("R (angstrom), U (eV), U/London, U/retarded, local exponent:")
for R, U, to_london, to_retarded, slope in table:
    print(f"{R:8.0f} {U:.5e} {to_london:.6f} {to_retarded:.6f} {slope:.5f}")
print(f"at R = {R_main:.0f} angstrom:")
print(f"  retarded law U = {retarded(R_main, atom_A, atom_B):.5e} eV")
print(f"  mean imaginary photon energy = {mean_xi:.4f} eV")
print(f"  first correction = {-correction(R_main, atom_A, atom_B):.6f}")
print(f"  higher multipoles, rough relative size = {multipole:.1e}")
print(f"  repeated scattering, rough scale = {product/R_main**6:.1e}")
print(f"repeated scattering at 10 angstrom, relative = {repeat_near:.2e}")
print(f"kT at 300 K = {kT:.5f} eV")
print(f"thermal length hbar c/kT = {HBAR_C/kT:.0f} angstrom")
for R, ratio in thermal.items():
    print(f"U(300 K)/U(0 K) at {R:.0f} angstrom = {ratio:.6f}")
print(f"retarded and thermal laws cross at "
      f"{C7/(3*kT*product):.0f} angstrom")
print("all good")
```

Output:

```
five terms of the integral: 3/4, 3/4, 5/4, 3/2, 3/2
their sum: 23/4 ; over pi: 1.830282
next-order coefficient: 129/46
two-level test, exact/predicted: 1.00039
hbar c = 1973.270 eV angstrom
atom A: alpha = 10.0 angstrom^3, line = 4.5 eV
atom B: alpha = 6.0 angstrom^3, line = 6.0 eV
hbar c / line A = 438.5 angstrom
hbar c / line B = 328.9 angstrom
London C6 = 231.43 eV angstrom^6
retarded C7 = 2.16698e+05 eV angstrom^7
retarded C7 = 6.85326e+05 atomic units
limits cross at R = 936.4 angstrom
R (angstrom), U (eV), U/London, U/retarded, local exponent:
      10 -2.31377e-04 0.999778 0.010677 6.00044
     100 -2.27555e-10 0.983262 0.105010 6.02935
    1000 -1.44382e-16 0.623871 0.666279 6.51043
   10000 -2.14913e-23 0.092864 0.991760 6.98374
  100000 -2.16680e-30 0.009363 0.999916 6.99983
at R = 10000 angstrom:
  retarded law U = -2.16698e-23 eV
  mean imaginary photon energy = 0.2549 eV
  first correction = -0.008426
  higher multipoles, rough relative size = 4.6e-08
  repeated scattering, rough scale = 6.0e-23
repeated scattering at 10 angstrom, relative = 5.60e-05
kT at 300 K = 0.02585 eV
thermal length hbar c/kT = 76329 angstrom
U(300 K)/U(0 K) at 1000 angstrom = 1.000000
U(300 K)/U(0 K) at 10000 angstrom = 1.000212
U(300 K)/U(0 K) at 100000 angstrom = 2.148188
retarded and thermal laws cross at 46568 angstrom
all good
```
